**D3 reference coefficients from hydride polarizabilities, tested on beryllium**

The program examines the formula \(C_6^{AB}=\frac{3}{\pi}\int_0^\infty d\omega\,\alpha^A(i\omega)\,\alpha^B(i\omega)\) with \(\alpha^A=[\alpha(\mathrm{A}_m\mathrm{H}_n)-\frac n2\alpha(\mathrm{H}_2)]/m\). Here \(\alpha(i\omega)\) is the orientation-averaged polarizability at imaginary frequency, and \(m\) and \(n\) are the numbers of A and H atoms in the hydride. Polarizabilities come from time-dependent Hartree-Fock theory in the def2-TZVPD basis. The program asserts that the Casimir-Polder prefactor agrees with the exact normal modes of two coupled oscillators, that explicit orientation averaging agrees with the use of mean polarizabilities, and that the frequency integrals and the expanded subtraction agree with sums over states. It also asserts agreement of the static response of BeH2 with finite-field energies and of its lowest excitation energy with an iterative solver. The output gives a Be-Be coefficient of 31.5 eV Å\(^6\) from BeH2 and 168.5 eV Å\(^6\) from the free atom. Be and H2 placed 8 Å apart reproduce the free-atom value to better than 0.1%, whereas the sum of free Be and H2 overestimates the coefficient of bonded BeH2 by 251%. Treating the hydrogen-bridged dimer as two BeH2 units overestimates its coefficient by 15%.

## Verification by program

```python
# Result under test: the D3 reference coefficient of an atom pair A-B,
#   C6_AB = (3/pi) Int_0^inf dw  a_A(iw) a_B(iw),
#   a_A = [alpha(A_m H_n) - (n/2) alpha(H2)] / m,
# follows from the Casimir-Polder formula when polarizabilities are additive.
# alpha(iw): orientation-averaged dipole polarizability at imaginary frequency,
# m, n: numbers of A and H atoms in the hydride. Atomic units inside;
# printed numbers in eV and angstrom. Additivity is tested on Be in BeH2.
# Response: singlet time-dependent Hartree-Fock (TDHF), real orbitals.
import numpy as np
from scipy.constants import physical_constants, angstrom
from scipy.linalg import cholesky, eigh
from scipy.optimize import minimize
from pyscf import gto, scf, ao2mo, tdscf

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] / angstrom
C6_UNIT = HARTREE * BOHR**6
VOLUME = BOHR**3

# Frequency grid: Gauss-Legendre nodes mapped from (-1,1) to (0,infinity)
node, node_weight = np.polynomial.legendre.leggauss(40)
omega = 0.5 * (1 + node) / (1 - node)
weight = node_weight / (1 - node)**2


def casimir_polder(alpha_a, alpha_b):
    return 3 / np.pi * np.sum(weight * alpha_a * alpha_b)


def hartree_fock(symbols, coords, basis, field=None):
    atoms = [(s, tuple(c)) for s, c in zip(symbols, coords)]
    mol = gto.M(atom=atoms, unit="Bohr", basis=basis, verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-11
    mf._eri = mol.intor("int2e", aosym="s8")
    if field is not None:
        core = mf.get_hcore() + np.einsum("x,xij->ij", field,
                                          mol.intor("int1e_r"))
        mf.get_hcore = lambda *args: core
    mf.kernel()
    assert mf.converged
    return mf


def relax(symbols, guess):
    def energy_and_gradient(x):
        mf = hartree_fock(symbols, x.reshape(-1, 3), "def2-svp")
        return mf.e_tot, mf.nuc_grad_method().kernel().ravel()
    result = minimize(energy_and_gradient, np.array(guess, float).ravel(),
                      jac=True, method="BFGS", options={"gtol": 4e-4})
    assert np.max(np.abs(result.jac)) < 1e-3
    return result.x.reshape(-1, 3)


class Response:
    """TDHF matrices A+B and A-B and the dipole matrix elements."""
    def __init__(self, symbols, coords, basis="def2-tzvpd"):
        self.mf = mf = hartree_fock(symbols, coords, basis)
        nocc = mf.mol.nelectron // 2
        occ, vir = mf.mo_coeff[:, :nocc], mf.mo_coeff[:, nocc:]
        nvir = vir.shape[1]
        size = nocc * nvir
        ovov = ao2mo.general(mf._eri, (occ, vir, occ, vir), compact=False)
        ovov = ovov.reshape(nocc, nvir, nocc, nvir)
        oovv = ao2mo.general(mf._eri, (occ, occ, vir, vir), compact=False)
        oovv = oovv.reshape(nocc, nocc, nvir, nvir)
        direct = ovov.reshape(size, size)
        exch_a = oovv.transpose(0, 2, 1, 3).reshape(size, size)
        exch_b = ovov.transpose(0, 3, 2, 1).reshape(size, size)
        gaps = mf.mo_energy[None, nocc:] - mf.mo_energy[:nocc, None]
        gaps = np.diag(gaps.ravel())
        self.plus = gaps + 4 * direct - exch_a - exch_b
        self.minus = gaps - exch_a + exch_b
        self.dipole = np.einsum("pi,xpq,qa->xia", occ,
                                mf.mol.intor("int1e_r"), vir).reshape(3, size)

    def tensor(self, frequencies):
        inverse = np.linalg.inv(self.minus)
        return np.array([4 * self.dipole @ np.linalg.solve(
            self.plus + w**2 * inverse, self.dipole.T) for w in frequencies])

    def mean(self, frequencies):
        return np.trace(self.tensor(frequencies), axis1=1, axis2=2) / 3

    def spectrum(self):
        low = cholesky(self.minus, lower=True)
        squares, modes = eigh(low.T @ self.plus @ low)
        strength = 4 / 3 * np.sum((self.dipole @ low @ modes)**2, axis=0)
        return np.sqrt(squares), strength


def sum_over_states(spec_a, spec_b):
    ea, fa = spec_a[0][:, None], spec_a[1][:, None]
    eb, fb = spec_b[0][None, :], spec_b[1][None, :]
    return 1.5 * np.sum(fa * fb / (ea * eb * (ea + eb)))


# Prefactor: exact zero-point energy of two dipole-coupled oscillators
pol1, freq1, pol2, freq2, dist = 5.0, 0.5, 12.0, 0.3, 20.0
shift = 0.0
for factor in (1, 1, -2):
    coupling = factor * freq1 * freq2 * np.sqrt(pol1 * pol2) / dist**3
    modes2 = np.linalg.eigvalsh([[freq1**2, coupling], [coupling, freq2**2]])
    shift += 0.5 * (np.sum(np.sqrt(modes2)) - freq1 - freq2)
c6_modes = -shift * dist**6
c6_model = casimir_polder(pol1 * freq1**2 / (freq1**2 + omega**2),
                          pol2 * freq2**2 / (freq2**2 + omega**2))
assert abs(c6_modes / c6_model - 1) < 1e-5

# Geometries from energy minimization
xyz_h2 = relax(["H", "H"], [[0, 0, -0.7], [0, 0, 0.7]])
xyz_beh2 = relax(["Be", "H", "H"], [[0, 0, 0], [0, 0, -2.5], [0, 0, 2.5]])
dimer_symbols = ["Be", "Be", "H", "H", "H", "H"]
xyz_dimer = relax(dimer_symbols, [[-1.9, 0, 0], [1.9, 0, 0], [-4.4, 0, 0],
                                  [4.4, 0, 0], [0, -2.05, 0], [0, 2.05, 0]])
separation = 8.0 / BOHR
half_bond = np.linalg.norm(xyz_h2[1] - xyz_h2[0]) / 2
xyz_apart = [[0, 0, 0], [-half_bond, 0, separation],
             [half_bond, 0, separation]]

h2 = Response(["H", "H"], xyz_h2)
beh2 = Response(["Be", "H", "H"], xyz_beh2)
atom = Response(["Be"], [[0, 0, 0]])
apart = Response(["Be", "H", "H"], xyz_apart)
dimer = Response(dimer_symbols, xyz_dimer)
binding = 2 * beh2.mf.e_tot - dimer.mf.e_tot
assert binding > 0

# Static response against second differences of the energy in a field
step = 0.001
static = beh2.tensor([0.0])[0]
for axis in (0, 2):
    field = np.zeros(3)
    field[axis] = step
    energies = [hartree_fock(["Be", "H", "H"], xyz_beh2, "def2-tzvpd",
                             sign * field).e_tot for sign in (1, -1)]
    finite_field = -(sum(energies) - 2 * beh2.mf.e_tot) / step**2
    assert abs(finite_field / static[axis, axis] - 1) < 1e-3

# Lowest excitation against an independent iterative solver
spec_beh2, spec_h2 = beh2.spectrum(), h2.spectrum()
solver = tdscf.TDHF(beh2.mf)
solver.nstates = 5
lowest = np.min(solver.kernel()[0])
assert abs(lowest - spec_beh2[0][0]) < 1e-4

# Orientation average of the anisotropic coefficient of two BeH2 molecules
tensor_beh2 = beh2.tensor(omega)
perp, para = tensor_beh2[:, 0, 0], tensor_beh2[:, 2, 2]
cosines, cos_weight = np.polynomial.legendre.leggauss(4)
angles = 2 * np.pi * np.arange(6) / 6
axes = np.array([[np.sqrt(1 - c**2) * np.cos(p), np.sqrt(1 - c**2) * np.sin(p),
                  c] for c in cosines for p in angles])
axis_weight = np.repeat(cos_weight / 2, 6) / 6
rotated = (perp[:, None, None, None] * np.eye(3)
           + (para - perp)[:, None, None, None]
           * np.einsum("pi,pj->pij", axes, axes))
dipole_t = np.diag([1.0, 1.0, -2.0])
turned = rotated @ dipole_t
oriented = np.einsum("w,wpij,wqji->pq", weight, turned, turned,
                     optimize=True) / (2 * np.pi)
c6_average = axis_weight @ oriented @ axis_weight

a_h2, a_beh2, a_atom = h2.mean(omega), beh2.mean(omega), atom.mean(omega)
a_apart, a_dimer = apart.mean(omega), dimer.mean(omega)
c6_mm = casimir_polder(a_beh2, a_beh2)
c6_mh = casimir_polder(a_beh2, a_h2)
c6_hh = casimir_polder(a_h2, a_h2)
assert abs(c6_average / c6_mm - 1) < 1e-8


def extract(alpha_hydride, alpha_h2, m, n):
    return (alpha_hydride - n / 2 * alpha_h2) / m


be_bound = extract(a_beh2, a_h2, 1, 2)
be_apart = extract(a_apart, a_h2, 1, 2)
be_dimer = extract(a_dimer, a_h2, 2, 4)
assert np.all(be_bound > 0)
c6_bound = casimir_polder(be_bound, be_bound)
c6_apart = casimir_polder(be_apart, be_apart)
c6_dimer = casimir_polder(be_dimer, be_dimer)
c6_atom = casimir_polder(a_atom, a_atom)
c6_be_h = casimir_polder(be_bound, a_h2 / 2)

# Frequency integrals and expanded subtraction against sums over states
sos_mm = sum_over_states(spec_beh2, spec_beh2)
sos_mh = sum_over_states(spec_beh2, spec_h2)
sos_hh = sum_over_states(spec_h2, spec_h2)
for integral, states in ((c6_mm, sos_mm), (c6_mh, sos_mh), (c6_hh, sos_hh)):
    assert abs(integral / states - 1) < 1e-5
sos_bound = sos_mm - 2 * sos_mh + sos_hh
assert abs(c6_bound / sos_bound - 1) < 1e-4
naive = c6_mm - c6_hh
assert naive > 1.1 * c6_bound

# Additivity: holds for separated partners, fails when the bonds form
assert abs(c6_apart / c6_atom - 1) < 0.01
assert c6_atom / c6_bound > 2
direct_dimer = casimir_polder(a_dimer, a_dimer)
error_dimer = 4 * c6_mm / direct_dimer - 1
a_sum = a_atom + a_h2
c6_sum = casimir_polder(a_sum, a_sum)
error_free = c6_sum / c6_mm - 1
assert abs(error_dimer) < abs(error_free)

# Frequency dependence of the free and the bound atom
table_ev = np.array([0.0, 5.0, 10.0, 20.0, 50.0])
t_atom, t_beh2, t_h2 = (r.mean(table_ev / HARTREE) for r in (atom, beh2, h2))
t_bound = extract(t_beh2, t_h2, 1, 2)
ratio = t_atom / t_bound
assert abs(ratio[-1] - 1) < abs(ratio[0] - 1)
static_apart = extract(apart.mean([0.0])[0], t_h2[0], 1, 2)
static_dimer = extract(dimer.mean([0.0])[0], t_h2[0], 2, 4)

# The contrast between free and bound atom in a smaller basis
small = "def2-svpd"
s_h2 = Response(["H", "H"], xyz_h2, small).mean(omega)
s_beh2 = Response(["Be", "H", "H"], xyz_beh2, small).mean(omega)
s_atom = Response(["Be"], [[0, 0, 0]], small).mean(omega)
s_bound = extract(s_beh2, s_h2, 1, 2)
small_bound = casimir_polder(s_bound, s_bound)
small_atom = casimir_polder(s_atom, s_atom)
assert small_atom / small_bound > 2


def length(xyz, i, j):
    return np.linalg.norm(xyz[i] - xyz[j]) * BOHR


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


EA6 = "eV A^6"
print("Response: TDHF/def2-TZVPD; geometries: RHF/def2-SVP")
show("H-H distance in H2", length(xyz_h2, 0, 1), "A")
show("Be-H distance in BeH2", length(xyz_beh2, 0, 1), "A")
show("Be-Be distance in dimer", length(xyz_dimer, 0, 1), "A")
show("Be-H terminal distance in dimer", length(xyz_dimer, 0, 2), "A")
show("Be-H bridge distance in dimer", length(xyz_dimer, 0, 4), "A")
show("Dimer binding energy, no corrections", binding * HARTREE, "eV", 2)
show("Be to H2 midpoint, separated pair", separation * BOHR, "A", 1)
show("Lowest singlet excitation of BeH2", lowest * HARTREE, "eV", 2)
print("alpha(i w) in A^3: free Be | BeH2 | H2 | Be from BeH2 | free/bound")
for k, energy in enumerate(table_ev):
    print(f"  hbar w = {energy:4.1f} eV: {t_atom[k]*VOLUME:.4f} | "
          f"{t_beh2[k]*VOLUME:.4f} | {t_h2[k]*VOLUME:.4f} | "
          f"{t_bound[k]*VOLUME:.4f} | {ratio[k]:.3f}")
show("Static alpha, Be from separated pair", static_apart * VOLUME, "A^3", 4)
show("Static alpha, Be from dimer", static_dimer * VOLUME, "A^3", 4)
show("C6 BeH2-BeH2", c6_mm * C6_UNIT, EA6)
show("C6 BeH2-H2", c6_mh * C6_UNIT, EA6)
show("C6 H2-H2", c6_hh * C6_UNIT, EA6)
show("C6 Be-Be from BeH2, integral", c6_bound * C6_UNIT, EA6)
show("C6 Be-Be from BeH2, sums over states", sos_bound * C6_UNIT, EA6)
show("C6 Be-Be from BeH2, converted", c6_bound, "hartree bohr^6", 2)
show("C6 Be-H from BeH2 and H2", c6_be_h * C6_UNIT, EA6)
show("C6 H-H from H2", c6_hh / 4 * C6_UNIT, EA6)
show("Wrong Be-Be value, only H2-H2 removed", naive * C6_UNIT, EA6)
show("C6 Be-Be from free atom", c6_atom * C6_UNIT, EA6)
show("C6 Be-Be from free atom, converted", c6_atom, "hartree bohr^6", 2)
show("C6 Be-Be from separated pair", c6_apart * C6_UNIT, EA6)
show("C6 Be-Be from dimer", c6_dimer * C6_UNIT, EA6)
show("Ratio of C6 Be-Be, free atom / BeH2", c6_atom / c6_bound, "")
show("Ratio of C6 Be-Be, dimer / BeH2", c6_dimer / c6_bound, "")
show("C6 BeH2-BeH2 predicted from free Be + H2", c6_sum * C6_UNIT, EA6)
show("Error of that prediction", 100 * error_free, "percent", 1)
show("C6 dimer-dimer, direct", direct_dimer * C6_UNIT, EA6)
show("C6 dimer-dimer predicted from BeH2", 4 * c6_mm * C6_UNIT, EA6)
show("Error of that prediction", 100 * error_dimer, "percent", 1)
show("def2-SVPD: C6 Be-Be from BeH2", small_bound * C6_UNIT, EA6)
show("def2-SVPD: C6 Be-Be from free atom", small_atom * C6_UNIT, EA6)
show("Oscillator check: C6 from normal modes", c6_modes * C6_UNIT, EA6)
show("Oscillator check: C6 from integral", c6_model * C6_UNIT, EA6)
print("ALL CHECKS PASSED")
```

Printed output:

```
Response: TDHF/def2-TZVPD; geometries: RHF/def2-SVP
H-H distance in H2: 0.747 A
Be-H distance in BeH2: 1.335 A
Be-Be distance in dimer: 2.042 A
Be-H terminal distance in dimer: 1.334 A
Be-H bridge distance in dimer: 1.481 A
Dimer binding energy, no corrections: 1.04 eV
Be to H2 midpoint, separated pair: 8.0 A
Lowest singlet excitation of BeH2: 7.04 eV
alpha(i w) in A^3: free Be | BeH2 | H2 | Be from BeH2 | free/bound
  hbar w =  0.0 eV: 6.7527 | 2.8310 | 0.7635 | 2.0674 | 3.266
  hbar w =  5.0 eV: 3.3133 | 2.3163 | 0.6819 | 1.6345 | 2.027
  hbar w = 10.0 eV: 1.3415 | 1.5320 | 0.5198 | 1.0122 | 1.325
  hbar w = 20.0 eV: 0.4122 | 0.6876 | 0.2759 | 0.4118 | 1.001
  hbar w = 50.0 eV: 0.0776 | 0.1575 | 0.0725 | 0.0850 | 0.913
Static alpha, Be from separated pair: 6.7504 A^3
Static alpha, Be from dimer: 1.7917 A^3
C6 BeH2-BeH2: 66.201 eV A^6
C6 BeH2-H2: 20.604 eV A^6
C6 H2-H2: 6.550 eV A^6
C6 Be-Be from BeH2, integral: 31.543 eV A^6
C6 Be-Be from BeH2, sums over states: 31.543 eV A^6
C6 Be-Be from BeH2, converted: 52.79 hartree bohr^6
C6 Be-H from BeH2 and H2: 7.027 eV A^6
C6 H-H from H2: 1.638 eV A^6
Wrong Be-Be value, only H2-H2 removed: 59.650 eV A^6
C6 Be-Be from free atom: 168.523 eV A^6
C6 Be-Be from free atom, converted: 282.03 hartree bohr^6
C6 Be-Be from separated pair: 168.415 eV A^6
C6 Be-Be from dimer: 25.468 eV A^6
Ratio of C6 Be-Be, free atom / BeH2: 5.343
Ratio of C6 Be-Be, dimer / BeH2: 0.807
C6 BeH2-BeH2 predicted from free Be + H2: 232.559 eV A^6
Error of that prediction: 251.3 percent
C6 dimer-dimer, direct: 229.902 eV A^6
C6 dimer-dimer predicted from BeH2: 264.803 eV A^6
Error of that prediction: 15.2 percent
def2-SVPD: C6 Be-Be from BeH2: 31.013 eV A^6
def2-SVPD: C6 Be-Be from free atom: 178.914 eV A^6
Oscillator check: C6 from normal modes: 10.083 eV A^6
Oscillator check: C6 from integral: 10.083 eV A^6
ALL CHECKS PASSED
```
